# Kuramoto-Sivashinsky equation for meandering steps with desorption: two derivations, part 2

A train of equally spaced atomic steps advances towards $+z$ and meanders in phase. Adatoms join a step only from its lower terrace, which lies ahead of it (the one-sided model), and some desorb first. The adatom density $c$ follows the step shape at once (the quasi-static approximation), which neglects the flux swept up by the moving step.

The deposition flux is $F$, the adatom lifetime $\tau$, the diffusion constant $D$, the area per atom $\Omega$, the equilibrium density $c_{eq}$ and the capillary length $\Gamma$. With $\Delta=F\tau-c_{eq}$, lengths are in units of $x_s=\sqrt{D\tau}$, speeds in $V_0=\Omega D\Delta/x_s$ and times in $x_s/V_0$. The terrace width is $\ell$, with $T=\tanh\ell$ and $S=1/\cosh\ell$.

The field $w=(F\tau-c)/\Delta$ obeys $\nabla^2w=w$, with no normal gradient at the next step, $z=\zeta+\ell$. At the growing step, $z=\zeta(x,t)$,

$$w=1-\beta\kappa\ \text{ at } z=\zeta,\qquad \beta=\frac{c_{eq}\Gamma}{\Delta\,x_s},\qquad \kappa=-\frac{\zeta_{xx}}{(1+\zeta_x^2)^{3/2}}, \tag{4}$$

$$\zeta_t=-(w_z-\zeta_xw_x)\ \text{ at } z=\zeta. \tag{5}$$

The straight train has $w_0(z)=\cosh(\ell-z)/\cosh\ell$ and speed $T$. It becomes unstable below $\beta_c=T/2$. With $\epsilon=T/2-\beta$, $\zeta=Tt+\epsilon H(X,s)$, $X=\sqrt\epsilon\,x$ and $s=\epsilon^2t$, a first derivation expanded $w$ in powers of $\epsilon$, with $W_2$ the field at order $\epsilon^2$, and found

$$H_s=-T\,H_{XX}-K\,H_{XXXX}+\frac{\lambda}{2}H_X^2, \tag{1}$$

$$K=\frac{3T^2+\ell^2S^2}{8},\qquad \lambda=T-\ell S^2. \tag{2}$$

The fastest-growing ripple has $Q_m^2=T/(2K)$; its wavenumber and growth rate in the variables $x$ and $t$ are

$$q_m=\sqrt{\epsilon}\,Q_m,\qquad \sigma_m=\frac{T^2\epsilon^2}{4K}. \tag{16}$$

A second derivation assumes that $\zeta_t$ can be expanded in products of derivatives of $\zeta$. Symmetry and scaling then leave, up to order $\epsilon^3$, only $\zeta_{xx}$, $\zeta_{xxxx}$ and $\zeta_x^2$ besides the constant speed. Their coefficients follow from two simple problems: a small ripple and a tilted straight train.

### The small ripple

Allow for the moment a phase shift $\varphi$ between neighbouring steps. In the frame moving with speed $T$, displace the growing step by $\delta e^{iqx+\sigma t}$ and the next one by $e^{i\varphi}$ times this amount. Write

$$w=w_0(z)+\delta\,w_1(z)e^{iqx+\sigma t},\qquad w_1''=\Lambda^2w_1,\qquad \Lambda=\sqrt{1+q^2}.$$

To first order in $\delta$, the curvature amplitude is $q^2$. The condition at the displaced front is $w_0'(0)+w_1(0)=-\beta q^2$, so $w_1(0)=T-\beta q^2$. At the next step, $w_0''(\ell)e^{i\varphi}+w_1'(\ell)=0$. Since $w_0''(\ell)=S$, this gives $w_1'(\ell)=-Se^{i\varphi}$. The solution is

$$w_1=(T-\beta q^2)\frac{\cosh\Lambda(\ell-z)}{\cosh\Lambda\ell}-Se^{i\varphi}\frac{\sinh\Lambda z}{\Lambda\cosh\Lambda\ell}.$$

The speed law gives $\sigma=-w_0''(0)-w_1'(0)$ with $w_0''(0)=1$, hence

$$\sigma=-1+(T-\beta q^2)\Lambda\tanh\Lambda\ell+\frac{S\,e^{i\varphi}}{\cosh\Lambda\ell}. \tag{17}$$

The coefficient of $e^{i\varphi}$ is positive, so at given $q$ the real part of $\sigma$ is largest for $\varphi=0$. This supports the study of an in-phase train. It does not remove all other modes: at small $q$, the shift lowers the rate by about $S^2(1-\cos\varphi)$, which is small for small $\varphi$. Slow phase variations from step to step therefore grow as well once $S^2\varphi^2/2$ falls below the in-phase rate $\sigma_m\sim\epsilon^2$, and equation (1) for one common profile does not describe them. For the worked example below this means $\varphi<0.03$, which is available in a train of more than about 210 steps, or 21 µm. A macroscopic vicinal surface with such terraces is far longer, so there (1) describes only the in-phase part of the dynamics.

Now set $\varphi=0$ and expand. Let $\Lambda=1+a$, with $a=q^2/2-q^4/8+\dots$. To second order in $a$,

$$\Lambda\tanh\Lambda\ell=T+(T+\ell S^2)a+(\ell S^2-\ell^2TS^2)a^2,$$

$$\frac1{\cosh\Lambda\ell}=S-\ell ST\,a+\frac{\ell^2}{2}S(T^2-S^2)a^2 .$$

Inserting $a$ and $a^2=q^4/4$ gives

$$\Lambda\tanh\Lambda\ell=T+\frac{T+\ell S^2}{2}q^2+\frac{-T+\ell S^2-2\ell^2TS^2}{8}q^4,$$

$$\frac1{\cosh\Lambda\ell}=S-\frac{\ell ST}{2}q^2+\frac{\ell ST+\ell^2S(T^2-S^2)}{8}q^4 .$$

The constant part of $\sigma$ is $-1+T^2+S^2=0$, as translation invariance requires. The coefficient of $q^2$ is

$$\frac{T(T+\ell S^2)}2-\beta T-\frac{\ell TS^2}{2}=T\Bigl(\frac T2-\beta\Bigr)=T\epsilon .$$

In the coefficient of $q^4$, the terms without $\beta$ add up to

$$\frac{-T^2+2\ell TS^2-\ell^2S^2(T^2+S^2)}{8}=\frac{-T^2+2\ell TS^2-\ell^2S^2}{8}.$$

The remaining contribution is $-\beta(T+\ell S^2)/2$. With $\beta=T/2-\epsilon$ it equals $-(T^2+\ell TS^2)/4+\epsilon(T+\ell S^2)/2$. The sum is

$$\sigma=T\epsilon\,q^2-\Bigl[K-\frac{\epsilon}{2}(T+\ell S^2)\Bigr]q^4+O(q^6). \tag{18}$$

For $q^2\sim\epsilon$, the correction inside the bracket contributes at order $\epsilon^3$ to $\sigma$ and is dropped at leading order. Since $\zeta_{xx}$ gives $-q^2$ and $\zeta_{xxxx}$ gives $q^4$, the linear terms are $-T\epsilon\zeta_{xx}-K\zeta_{xxxx}$.

### The tilted train

Let all steps be straight with slope $p=\zeta_x$, still separated by $\ell$ along $z$. Their perpendicular distance is $\ell/\sqrt{1+p^2}$. There is no curvature, so the normal speed is the hyperbolic tangent of this distance. The speed along $z$ is larger by $\sqrt{1+p^2}$:

$$\zeta_t=\sqrt{1+p^2}\,\tanh\frac{\ell}{\sqrt{1+p^2}}
=\Bigl(1+\frac{p^2}{2}\Bigr)\Bigl(T-\frac{\ell S^2p^2}{2}\Bigr)+O(p^4)
=T+\frac{T-\ell S^2}{2}p^2+O(p^4). \tag{19}$$

The coefficient of $\zeta_x^2$ is thus $\lambda/2$. Collecting the three terms,

$$\zeta_t=T-T\epsilon\,\zeta_{xx}-K\zeta_{xxxx}+\frac\lambda2\zeta_x^2 .$$

With $\zeta=Tt+\epsilon H$, each term beyond the constant has the factor $\epsilon^3$, and (1) follows.

Equation (19) also shows what desorption does. Tilting increases the advance along $z$ for a given normal speed, but it narrows the terrace and reduces the normal speed. For $\ell\ll1$ the two effects nearly cancel:

$$\lambda=\Bigl(\ell-\frac{\ell^3}{3}\Bigr)-\ell(1-\ell^2)+\dots=\frac{2\ell^3}{3}+\dots$$

Without desorption a step collects all atoms that land on its terrace, whose area per length in $x$ does not depend on the tilt. Its mean advance along $z$ is then fixed by deposition, and $\zeta_x^2$ cannot appear. This is why (1) is stated for fixed $\ell>0$. As $\ell$ decreases, $\epsilon$ must be taken ever smaller. For small $\ell$ the fastest mode has $q^2\sim\epsilon/\ell$, and because $\lambda$ is weak the meander grows to a height of order $\epsilon T/\lambda\sim\epsilon/\ell^2$. The neglected cubic term $\zeta_x^2\zeta_{xx}$ has a coefficient of order $\ell^2$, so its ratio to $\lambda\zeta_x^2$ is of order $(\epsilon/\ell^2)^2$. Equation (1) therefore requires $\epsilon\ll\ell^2$.

### What each derivation assumes

Both derivations share the one-sided, quasi-static model, the common profile and the long-wave scales. They differ in how they reach a local equation.

The multiple-scale expansion does not assume that $\zeta_t$ depends locally on the profile. It solves for the adatom field order by order, and a local equation comes out. It postulates a regular expansion in $\epsilon$ and finds the threshold from the demand that no motion occur at order $\epsilon^2$. It needs the explicit field $W_2$, and would have to be repeated for a different attachment law.

The second derivation postulates the gradient expansion. In return it shows which terms are excluded by symmetry, and it needs no nonlinear field calculation. Its recipe carries over to other step models with the same symmetries, a local expansion and a similar onset: the dispersion relation gives the linear coefficients, and the speed of a tilted train gives the nonlinear one.

The locality assumption can fail. For an isolated step, perturbations of the field decay as $e^{-\Lambda z}$ with $\Lambda=\sqrt{1+q^2}$, which has a power series in $q^2$. Without desorption these perturbations obey Laplace's equation, and their decay constant is $|q|$. It has no such series, and for an isolated step the list of allowed terms would no longer be justified. On terraces of finite width this difficulty does not arise in the linear response: (17) contains $\Lambda$ only in the even combinations $\Lambda\tanh\Lambda\ell$ and $1/\cosh\Lambda\ell$, which keep a power series in $q^2$ even when $\Lambda$ is replaced by $|q|$.

The full quasi-static free-boundary problem gives a test independent of both arguments. For a fixed asymmetric profile $H$ at $\ell=1$, its step velocity was compared with the right side of (1). The largest deviation, relative to the largest value of that right side, is about 16 % at $\epsilon=0.02$, 8 % at $0.01$ and 4 % at $0.005$. The error halves with $\epsilon$, as expected when the first neglected terms have size $\epsilon^4$.

### A worked example

Take round model parameters: $x_s=100$ nm, terrace width $L=100$ nm, $\Gamma=1$ nm, $D=10^9$ nm²/s and $\Omega c_{eq}=10^{-3}$. Then $\ell=1$, and

$$T=0.7616,\qquad K=0.2700,\qquad \lambda=0.3416 .$$

Setting $\beta=T/2$ in the definition of $\beta$ gives the critical supersaturation

$$\frac{\Delta_c}{c_{eq}}=\frac{2\Gamma}{x_sT}=\frac{2}{100\times0.7616}=0.0263 .$$

Choose $\Delta=1.05\,\Delta_c$. Then $\beta=0.3808/1.05=0.3627$ and $\epsilon=0.3808-0.3627=0.0181$. The speed unit is $V_0=276$ nm/s, and the straight step moves at $V_0T=210$ nm/s. This is 2.1 layers per second, while 103 layers per second are deposited: nearly all adatoms desorb.

In physical units the linear coefficients acquire factors $V_0x_s$ and $V_0x_s^3$, and the nonlinear one the factor $V_0$. With $\zeta$ and $x$ in nm and $t$ in s,

$$\zeta_t=210-381\,\zeta_{xx}-7.45\times10^7\,\zeta_{xxxx}+47.1\,\zeta_x^2 .$$

From (16), $Q_m=\sqrt{0.7616/0.5400}=1.188$ and $q_m=\sqrt{0.0181}\times1.188=0.160$. The wavelength is $2\pi x_s/q_m=3.93$ µm. The growth rate is $1.77\times10^{-4}\,V_0/x_s$, which corresponds to an e-folding time of about 2050 s, or some 4300 layers. The slowness reflects the factor $\epsilon^2$.

The full dispersion relation (17) gives 3.83 µm and 1960 s. Most of the difference comes from the bracket in (18). With $S^2=T-\lambda=0.420$ at $\ell=1$, the correction is $0.0181\times(0.7616+0.420)/2=0.0107$, which lowers $K$ from 0.270 to 0.259. Since $\sigma_m\propto1/K$, the growth rate rises by about 4 %, compared with 4.7 % for the full relation.

Started from a small ripple in a box of one wavelength, (1) evolves to a steady cell. The peak-to-valley height of $H$ is 13.15, so the meander height is $0.0181\times100\times13.15\approx24$ nm. A steady cell of the full problem at the same wavelength has a height of 22.7 nm, about 5 % less. The largest difference between the two profiles is 2.8 % of the peak-to-valley height from (1). It falls to 1.4 % and 0.7 % when $\epsilon$ is halved and halved again.

Averaging (1) over a steady cell removes the linear terms and leaves an excess speed $\tfrac\lambda2\langle H_X^2\rangle$ in the units of $H_s$. Its value is 5.61, against 5.04 for the full problem. In physical units the prediction of (1) is only $9.2\times10^{-3}$ nm/s, because of the factor $\epsilon^3$. These cells concern a box of one wavelength. In longer boxes the cell of (1) at this wavelength is unstable: in a box of two wavelengths a perturbation grows at about one ninth of the rate of the fastest ripple. Its height is thus a scale for the meander, not the final shape of a long step. The stability of the full-problem cells was not examined.

The comparisons measure the error of the reduction within the quasi-static model. That model has its own error. Here $\Omega\Delta=2.8\times10^{-5}$ is negligible, but $\Omega c_{eq}=10^{-3}$ is about 6 % of $\epsilon$. Keeping the swept-up flux at both edges of the terrace lowers $\beta_c$, to first order, by $\Omega c_{eq}S(T+\ell)/2=5.7\times10^{-4}$. This is about 3 % of $\epsilon$ and about 6 % of the growth rate. Noise is a larger omission. With $\Gamma=\Omega\tilde\gamma/k_BT_{\rm abs}$, where $\tilde\gamma$ is the stiffness and $T_{\rm abs}$ the temperature, a free step in equilibrium wanders over a period $\Lambda_x$ by $\sqrt{\Omega\Lambda_x/(12\Gamma)}$ rms. For $\Omega=0.1$ nm² and $\Lambda_x=3.93$ µm this is about 6 nm, compared with 8.4 nm rms for the cell, so for these parameters the noise-free picture is not quantitative. The remaining values are in the numerical output.

## Computed values

```
desorption length x_s = 100 nm, terrace width L = 100 nm
capillary length Gamma = 1.0 nm, D = 1.0e+09 nm^2/s
Omega c_eq = 1.0e-03, Delta/Delta_c = 1.05
adatom lifetime tau = 1.00e-05 s
terrace width ell = 1.000 (units of x_s)
T = 0.76159, K = 0.27001, lam = 0.34162 (dimensionless)
critical capillary parameter beta_c = 0.38080
critical supersaturation Delta_c/c_eq = 0.02626
actual supersaturation Delta/c_eq = 0.02757
beta = 0.36266, eps = 0.01813
Omega Delta = 2.757e-05
deposition rate Omega F = 102.76 layers/s
speed unit V0 = 275.74 nm/s, step speed = 210.00 nm/s
net growth rate = 2.100 layers/s
coefficient of -zeta_xx = 380.80 nm^2/s
coefficient of -zeta_xxxx = 7.4451e+07 nm^4/s
coefficient of zeta_x^2 = 47.099 nm/s
fastest wavenumber, KS: q_m = 0.15992 /x_s, Q_m = 1.18757
fastest wavenumber, full dispersion = 0.16390 /x_s
wavelength, KS = 3929 nm
wavelength, full dispersion = 3833 nm
largest growth rate, KS = 1.7659e-04 V0/x_s
largest growth rate, full = 1.8496e-04 V0/x_s
e-folding time, KS = 2054 s
e-folding time, full dispersion = 1961 s
layers grown in one KS e-folding time = 4313
largest dispersion error, full problem = 8.1e-11 V0/x_s
test profile, eps = 0.020: relative velocity error = 0.16141
test profile, eps = 0.010: relative velocity error = 0.08216
test profile, eps = 0.005: relative velocity error = 0.04145
KS steady cell: peak-to-valley of H = 13.1456
KS steady cell: excess speed in H units = 5.6084
full cell, eps = 0.00453: peak-to-valley of H = 12.9906, excess = 5.4615, profile error = 0.0072
full cell, eps = 0.00907: peak-to-valley of H = 12.8369, excess = 5.3181, profile error = 0.0143
full cell, eps = 0.01813: peak-to-valley of H = 12.5333, excess = 5.0409, profile error = 0.0282
cell height, KS = 23.84 nm
cell height, full problem = 22.73 nm
excess step speed, KS = 9.221e-03 nm/s
lam/(2 ell^3/3) at ell = 0.01: 0.999920
```
